# Charge response in gradients of electronegativity-equalisation and D4-type energies: verification in Python

```python
"""Electronegativity equalisation (EEQ) and adjoint gradients.

Result under test, for N atoms with charges q_i*e and sum(q) = Q:
  E = b.q + q.A.q/2 is minimal where  M (q, lam) = (-b, Q),  M = [[A, 1], [1, 0]];
  dE/dR = q.(db/dR) + q.(dA/dR).q/2, without dq/dR;
  for another function F(q(R), R), solve M (z, nu) = (dF/dq, 0) once, then
  dF/dR = (dF/dR at fixed q) - z.(dA/dR q + db/dR),  and dF/dQ = nu.
A: Coulomb matrix of Gaussian charges plus hardness; b: electronegativity that
depends on the coordination number CN; F: two-body dispersion of the D4 form.
Units: nm, aJ (1e-18 J), so gradients are in aJ/nm = nN.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import cho_factor, cho_solve, null_space
from scipy.optimize import minimize
from scipy.special import erf, erfc, gammainc

K = sc.e**2 / (4 * np.pi * sc.epsilon_0) * 1e27      # aJ nm
EV = sc.e * 1e18                                     # one eV in aJ

# ---------------- model parameters (round values, kinds P and M) -------------
names = "PMMPM"
kind = np.array([0, 1, 1, 0, 1])
N = len(kind)
X0 = np.array([[0.00, 0.00, 0.00], [0.16, 0.00, 0.01], [-0.05, 0.15, 0.02],
               [0.20, 0.17, 0.00], [0.32, 0.10, 0.08]])


def per_atom(value_P, value_M):
    return np.array([value_P, value_M], dtype=float)[kind]


chi = per_atom(0.6, 2.0)           # electronegativity, aJ
kappa = per_atom(0.2, 0.3)         # coordination shift, aJ
hardness = per_atom(1.0, 2.0)      # aJ
width = per_atom(0.08, 0.05)       # Gaussian width a, nm
r_cov = per_atom(0.10, 0.07)       # covalent radius, nm
k_cn = 7.5                         # steepness of the coordination count
off = 1 - np.eye(N)
ones = np.ones(N)
gamma = 1 / np.sqrt(width[:, None]**2 + width[None]**2)
Rc = r_cov[:, None] + r_cov[None]

z_eff = per_atom(4, 6)[:, None]            # effective nuclear charge
steep = per_atom(0.8, 1.2)[:, None]        # steepness of charge scaling
beta = 3.0                                 # height of charge scaling
sigma = 1.0                                # sharpness of CN weights
cn_ref = np.array([[0.5, 2.0]])            # CN of the two references
q_ref = per_atom([0.0, 0.4], [0.0, -0.2])  # charges of the references
alpha_ref = per_atom([0.006, 0.003], [0.001, 0.0008])  # nm^3
osc = per_atom(1.0, 2.0)                   # oscillator energy, aJ
size = per_atom(0.30, 0.25)                # C8/C6 = size_i*size_j, nm^2
ratio = size[:, None] * size[None]
R0 = 0.4 * np.sqrt(ratio) + 0.2            # damping radius, nm
osc_pair = osc[:, None] * osc[None] / (osc[:, None] + osc[None])
C6ref = 1.5 * np.einsum("ia,jb,ij->iajb", alpha_ref, alpha_ref, osc_pair)


# ---------------- definitions -------------------------------------------------
def separations(X):
    d = X[:, None] - X[None]
    return d, np.sqrt((d**2).sum(-1)) + np.eye(N)    # dummy 1 on the diagonal


def coordination(R):
    return (0.5 * erfc(k_cn * (R / Rc - 1)) * off).sum(1)


def build(X):
    R = separations(X)[1]
    A = K * erf(gamma * R) / R * off
    A = A + np.diag(hardness + 2 * K * np.diag(gamma) / np.sqrt(np.pi))
    CN = coordination(R)
    return A, chi - kappa * np.sqrt(CN), CN


zero_sum = null_space(ones[None])


def charges_by_elimination(X, Q):
    """Minimise E in coordinates that keep the sum of charges fixed."""
    A, b, _ = build(X)
    start = Q / N * ones
    y = np.linalg.solve(zero_sum.T @ A @ zero_sum, -zero_sum.T @ (b + A @ start))
    return start + zero_sum @ y


def eeq_energy(X, Q):
    A, b, _ = build(X)
    q = charges_by_elimination(X, Q)
    return b @ q + 0.5 * q @ A @ q


def cn_weights(CN):
    g = np.exp(-sigma * (CN[:, None] - cn_ref)**2)
    return g / g.sum(1, keepdims=True)


def charge_scaling(q):
    x = 1 - (z_eff + q_ref) / (z_eff + q[:, None])
    return np.exp(beta * (1 - np.exp(steep * x)))


def damped_kernel(R):
    return 1 / (R**6 + R0**6) + ratio / (R**8 + R0**8)


def dispersion(q, X):
    R = separations(X)[1]
    G = cn_weights(coordination(R)) * charge_scaling(q)
    C6 = np.einsum("ia,jb,iajb->ij", G, G, C6ref)
    return -0.5 * (C6 * damped_kernel(R) * off).sum()


# ---------------- derived formulas --------------------------------------------
def bordered(A):
    return np.block([[A, ones[:, None]], [ones[None], np.zeros((1, 1))]])


def assemble(weight, d, R):
    return ((weight * off / R)[:, :, None] * d).sum(1)


def analytic(X, Q):
    d, R = separations(X)
    A, b, CN = build(X)
    M = bordered(A)
    sol = np.linalg.solve(M, np.append(-b, Q))
    q, lam = sol[:N], sol[N]
    dA = K * (2 * gamma / np.sqrt(np.pi) * np.exp(-(gamma * R)**2) / R
              - erf(gamma * R) / R**2)
    dc = -k_cn / (np.sqrt(np.pi) * Rc) * np.exp(-(k_cn * (R / Rc - 1))**2)
    db = -kappa / (2 * np.sqrt(CN))
    s = q * db
    grad_E = assemble(np.outer(q, q) * dA + (s[:, None] + s[None]) * dc, d, R)
    # dispersion: partial derivatives
    W, zeta = cn_weights(CN), charge_scaling(q)
    G = W * zeta
    f = damped_kernel(R) * off
    F_G = -np.einsum("jb,iajb,ij->ia", G, C6ref, f)
    z_now = z_eff + q[:, None]
    z_ref = z_eff + q_ref
    dzeta = (-beta * steep * z_ref / z_now**2
             * np.exp(steep * (1 - z_ref / z_now)) * zeta)
    u = -2 * sigma * (CN[:, None] - cn_ref)
    dW = W * (u - (W * u).sum(1, keepdims=True))
    F_q = (F_G * W * dzeta).sum(1)
    F_CN = (F_G * dW * zeta).sum(1)
    C6 = np.einsum("ia,jb,iajb->ij", G, G, C6ref)
    df = -6 * R**5 / (R**6 + R0**6)**2 - 8 * ratio * R**7 / (R**8 + R0**8)**2
    explicit = assemble(-C6 * df + (F_CN[:, None] + F_CN[None]) * dc, d, R)
    # one adjoint solve
    adj = np.linalg.solve(M, np.append(F_q, 0.0))
    z, nu = adj[:N], adj[N]
    t = z * db
    cross = np.outer(z, q) + np.outer(q, z)
    response = assemble(-cross * dA - (t[:, None] + t[None]) * dc, d, R)
    return dict(A=A, b=b, CN=CN, M=M, q=q, lam=lam, grad_E=grad_E, F_q=F_q,
                z=z, nu=nu, explicit=explicit, response=response, C6=C6)


def five_point(func, h):
    return (func(-2 * h) - 8 * func(-h) + 8 * func(h) - func(2 * h)) / (12 * h)


def moved(atom, axis, step):
    X = X0.copy()
    X[atom, axis] += step
    return X


# ---------------- test: Gaussian Coulomb kernel by real-space quadrature ------
def gaussian_pair(R, a1, a2):
    x, w = np.polynomial.legendre.leggauss(80)
    s, ws = 4 * a2 * (x + 1), 4 * a2 * w
    r = np.sqrt(R**2 + s[:, None]**2 + 2 * R * s[:, None] * x[None])
    enclosed = gammainc(1.5, (r / a1)**2) / r
    outside = 2 / (np.sqrt(np.pi) * a1) * np.exp(-(r / a1)**2)
    rho = np.exp(-(s / a2)**2) / (np.pi**1.5 * a2**3)
    return K * 2 * np.pi * np.einsum("i,j,ij->", ws * s**2 * rho, w,
                                     enclosed + outside)


res = analytic(X0, 0.0)
A, b, q = res["A"], res["b"], res["q"]
R_all = separations(X0)[1]
kernel_quad = gaussian_pair(R_all[0, 1], width[0], width[1])
self_quad = gaussian_pair(0.0, width[0], width[0])
assert abs(kernel_quad - A[0, 1]) < 1e-8
assert abs(self_quad + hardness[0] - A[0, 0]) < 1e-8

# ---------------- test: definiteness, and its loss for point charges ----------
rng = np.random.default_rng(1)
for _ in range(200):
    A_random = build(rng.uniform(0, 0.15, (N, 3)))[0]
    assert np.linalg.eigvalsh(A_random - np.diag(hardness))[0] > -1e-11
R_short = 0.03
curv_gauss = 2 * A[1, 1] - 2 * K * erf(gamma[1, 1] * R_short) / R_short
curv_point = 2 * A[1, 1] - 2 * K / R_short
assert curv_gauss > 0 > curv_point
eig_M = np.linalg.eigvalsh(res["M"])
assert (eig_M > 0).sum() == N and (eig_M < 0).sum() == 1


# ---------------- test: charges by direct minimisation and by Cholesky --------
def energy_from_sums(y):
    c = zero_sum @ y
    total = 0.0
    for i in range(N):
        total += b[i] * c[i] + 0.5 * A[i, i] * c[i]**2
        for j in range(i):
            total += c[i] * c[j] * K * erf(gamma[i, j] * R_all[i, j]) / R_all[i, j]
    return total


q_min = zero_sum @ minimize(energy_from_sums, np.zeros(N - 1), method="BFGS",
                            options={"gtol": 1e-7}).x
assert np.abs(q_min - q).max() < 1e-5
chol = cho_factor(A)
Ainv_b, Ainv_1 = cho_solve(chol, b), cho_solve(chol, ones)
lam_schur = -(0.0 + Ainv_b.sum()) / Ainv_1.sum()
assert abs(lam_schur - res["lam"]) < 1e-10
assert np.abs(-Ainv_b - lam_schur * Ainv_1 - q).max() < 1e-10

# ---------------- test: reference C6 from the frequency integral --------------
integral = quad(lambda w: 1 / ((1 + (w / osc[0])**2) * (1 + (w / osc[1])**2)),
                0, np.inf)[0]
c6_quad = 3 / np.pi * alpha_ref[0, 0] * alpha_ref[1, 0] * integral
assert abs(c6_quad / C6ref[0, 0, 1, 0] - 1) < 1e-7

# ---------------- test: all gradients, neutral and charged cluster ------------
h = 1e-4
worst_E = worst_F = worst_dq = 0.0
for Q in (0.0, 1.0):
    r = analytic(X0, Q)
    assert np.abs(r["q"] - charges_by_elimination(X0, Q)).max() < 1e-10
    num_E, num_F, forward = (np.zeros((N, 3)) for _ in range(3))
    for i in range(N):
        for k in range(3):
            num_E[i, k] = five_point(lambda s: eeq_energy(moved(i, k, s), Q), h)
            num_F[i, k] = five_point(lambda s: dispersion(
                charges_by_elimination(moved(i, k, s), Q), moved(i, k, s)), h)
            rhs = -five_point(lambda s: build(moved(i, k, s))[0] @ r["q"]
                              + build(moved(i, k, s))[1], h)
            dq = np.linalg.solve(r["M"], np.append(rhs, 0.0))[:N]
            dq_num = five_point(
                lambda s: charges_by_elimination(moved(i, k, s), Q), h)
            worst_dq = max(worst_dq, np.abs(dq - dq_num).max())
            forward[i, k] = r["F_q"] @ dq
    worst_E = max(worst_E, np.abs(num_E - r["grad_E"]).max())
    worst_F = max(worst_F, np.abs(num_F - r["explicit"] - r["response"]).max())
    assert np.abs(forward - r["response"]).max() < 1e-7
    frozen_error = np.abs(num_F - r["explicit"]).max()
    assert frozen_error > 1e-3                 # frozen charges are not enough
    F_q_num = [five_point(lambda s: dispersion(r["q"] + s * np.eye(N)[i], X0), 1e-3)
               for i in range(N)]
    assert np.abs(F_q_num - r["F_q"]).max() < 1e-8
    dE_dQ = five_point(lambda s: eeq_energy(X0, Q + s), 1e-3)
    dF_dQ = five_point(
        lambda s: dispersion(charges_by_elimination(X0, Q + s), X0), 1e-3)
    assert abs(dE_dQ + r["lam"]) < 1e-8 and abs(dF_dQ - r["nu"]) < 1e-8
    if Q == 0.0:
        frozen_error_neutral, num_F_neutral = frozen_error, num_F
        dE_dQ_neutral, dF_dQ_neutral = dE_dQ, dF_dQ
assert worst_E < 1e-6 and worst_F < 1e-6 and worst_dq < 1e-6

# ---------------- worked example: neutral cluster -----------------------------
E, F = eeq_energy(X0, 0.0), dispersion(q, X0)
print(f"K = e^2/(4 pi eps0) = {K:.6f} aJ nm; total charge Q = 0")
print("Atom, kind, position x y z (nm), CN, b (aJ)")
for i in range(N):
    print(i + 1, names[i], " ".join(f"{v:6.2f}" for v in X0[i]),
          f"{res['CN'][i]:8.4f} {b[i]:8.4f}")
print("Matrix A (aJ), rows 1 to 5")
for row in A:
    print(" ".join(f"{v:8.4f}" for v in row))
print(f"A_12 by quadrature = {kernel_quad:.6f} aJ, by formula = {A[0, 1]:.6f} aJ")
print(f"Smallest eigenvalue of A = {np.linalg.eigvalsh(A)[0]:.4f} aJ")
print(f"M-M pair at {R_short} nm, A11+A22-2*A12: Gaussian {curv_gauss:.3f} aJ,"
      f" point charges {curv_point:.3f} aJ")
print("Atom, charge q (e), dF/dq (aJ), adjoint z (dimensionless)")
for i in range(N):
    print(i + 1, f"{q[i]:9.5f} {res['F_q'][i]:10.6f} {res['z'][i]:10.6f}")
print(f"lambda = {res['lam']:.6f} aJ; numerical dE/dQ = {dE_dQ_neutral:.6f} aJ")
print(f"nu = {res['nu']:.6f} aJ; numerical dF/dQ = {dF_dQ_neutral:.6f} aJ")
print(f"EEQ energy E = {E:.6f} aJ = {E / EV:.4f} eV")
print(f"Dispersion energy F = {F:.6f} aJ = {F / EV:.4f} eV")
print("Gradient of E (nN): atom, x, y, z")
for i in range(N):
    print(i + 1, " ".join(f"{v:10.5f}" for v in res["grad_E"][i]))
print("Gradient of F (nN): atom, explicit x y z | charge response x y z")
for i in range(N):
    print(i + 1, " ".join(f"{v:9.5f}" for v in res["explicit"][i]), "|",
          " ".join(f"{v:9.5f}" for v in res["response"][i]))
total_4x = res["explicit"][3, 0] + res["response"][3, 0]
print(f"Atom 4, x: dF/dx adjoint = {total_4x:.7f} nN,"
      f" numerical = {num_F_neutral[3, 0]:.7f} nN")
print(f"Largest error of dF/dR with frozen charges = {frozen_error_neutral:.5f} nN")
print(f"Largest deviation from finite differences, Q = 0 and 1:"
      f" E {worst_E:.1e} nN, F {worst_F:.1e} nN")
print(f"Response right-hand sides: forward {3 * N}, adjoint 1")
print("verified")
```

It prints:

```
K = e^2/(4 pi eps0) = 0.230708 aJ nm; total charge Q = 0
Atom, kind, position x y z (nm), CN, b (aJ)
1 P   0.00   0.00   0.00   1.4740   0.3572
2 M   0.16   0.00   0.01   1.1065   1.6844
3 M  -0.05   0.15   0.02   0.7463   1.7408
4 P   0.20   0.17   0.00   1.1069   0.3896
5 M   0.32   0.10   0.08   0.7272   1.7442
Matrix A (aJ), rows 1 to 5
  3.3010   1.4157   1.4231   0.8780   0.6694
  1.4157   5.6816   0.8933   1.3073   1.1463
  1.4231   0.8933   5.6816   0.9168   0.6101
  0.8780   1.3073   0.9168   3.3010   1.4157
  0.6694   1.1463   0.6101   1.4157   5.6816
A_12 by quadrature = 1.415725 aJ, by formula = 1.415725 aJ
Smallest eigenvalue of A = 2.2679 aJ
M-M pair at 0.03 nm, A11+A22-2*A12: Gaussian 4.419 aJ, point charges -4.017 aJ
Atom, charge q (e), dF/dq (aJ), adjoint z (dimensionless)
1   0.31355   0.019577   0.001283
2  -0.20884   0.013869  -0.001046
3  -0.21771   0.011890  -0.001422
4   0.30427   0.023328   0.003066
5  -0.19127   0.009860  -0.001881
lambda = -0.925849 aJ; numerical dE/dQ = 0.925849 aJ
nu = 0.017414 aJ; numerical dF/dQ = 0.017414 aJ
EEQ energy E = -0.416925 aJ = -2.6022 eV
Dispersion energy F = -0.067673 aJ = -0.4224 eV
Gradient of E (nN): atom, x, y, z
1   -0.20937   -0.11713   -0.09200
2    0.38897   -0.20606    0.13635
3   -0.14048    0.16508    0.06164
4   -0.17038    0.38569   -0.22303
5    0.13126   -0.22758    0.11704
Gradient of F (nN): atom, explicit x y z | charge response x y z
1   0.16057   0.19971   0.04910 |   0.00099   0.00036   0.00098
2  -0.23987   0.40558  -0.04981 |  -0.00269   0.00704  -0.00206
3   0.02394  -0.25704  -0.03323 |   0.00234  -0.00124  -0.00079
4   0.24116  -0.49754   0.17782 |   0.00332  -0.01085   0.00504
5  -0.18579   0.14929  -0.14387 |  -0.00396   0.00469  -0.00317
Atom 4, x: dF/dx adjoint = 0.2444772 nN, numerical = 0.2444772 nN
Largest error of dF/dR with frozen charges = 0.01085 nN
Largest deviation from finite differences, Q = 0 and 1: E 1.2e-10 nN, F 2.4e-10 nN
Response right-hand sides: forward 15, adjoint 1
verified
```
